Moments of an atom's dipole oscillator strengths from its ground state

Q: An oscillator strength is built from an excited state and its energy. I am told that some moments of the whole distribution can be had from the ground state alone. I doubt it, and I want the definitions first.

A: The algebra uses hartree atomic units, ħ = m = e = 4πε₀ = 1. The atom has N electrons and a point nucleus of charge Z fixed at the origin, and it is nonrelativistic:

H = Σ_i p_i²/2 + V,  V = Σ_i v(r_i) + Σ_{i<j} 1/r_ij,  v(r) = −Z/r

The ground state ψ = |0⟩ has energy E₀, and ω_n = E_n − E₀. With D = Σ_i r_i and P = Σ_i p_i = −iΣ_i∇_i, the dipole oscillator strength averaged over the three directions a = x, y, z and its moments are

f_n = (2/3) ω_n Σ_a |⟨n|D_a|0⟩|²,  S(k) = Σ_n f_n ω_n^k  (1)

The sum runs over all eigenstates with ω_n ≠ 0, each magnetic sublevel counted, and it is an integral of df/dω over the continuum. Integrals over electron coordinates include the spin sums. The method is to remove the powers of ω_n from each term, after which the sum over n is the closure relation Σ_n |n⟩⟨n| = 1.

Q: For k = −1 the power cancels by itself. But closure needs all states, and you have thrown some out.

A: The states left out must be subtracted:

S(−1) = (2/3) Σ_a [⟨0|D_a D_a|0⟩ − Σ_{ω_n=0} |⟨n|D_a|0⟩|²]

H commutes with the inversion of all electron coordinates through the nucleus, and D is odd under it. I assume that all states of the ground level have the same parity. Then every subtracted element vanishes, ⟨0|D|0⟩ among them. Expanding the square of the sum gives

S(−1) = (2/3)⟨D²⟩ = (2/3)[Σ_i⟨r_i²⟩ + 2Σ_{i<j}⟨r_i·r_j⟩]  (2)

The origin must be the nucleus. In a system without parity, such as a polar molecule held fixed, the term −(2/3)|⟨D⟩|² stays, and it is what makes the result independent of the origin. One power lower the method stops: S(−2), the static polarizability, is (2/3)Σ_a⟨D_aψ|(H − E₀)⁻¹|D_aψ⟩ and needs the inverse of an operator.

Q: For k = 1 each term carries ω_n². Nothing cancels that.

A: A commutator absorbs it. For one coordinate [p, x] = −i, so [p², x] = p[p, x] + [p, x]p = −2ip. V is a function of the coordinates and commutes with D. Summing over electrons,

[H, D_a] = −iP_a

Between ⟨n| and |0⟩ the left side is (E_n − E₀)⟨n|D_a|0⟩. Writing D_n0 for ⟨n|D|0⟩ and likewise for other operators,

ω_n D_n0 = −iP_n0,  f_n = (2/3)|P_n0|²/ω_n  (3)

which is the velocity form of f_n; (1) is the length form. The factor 2/3 can be checked on k = 0. Using (3) on one of the two factors gives S(0) = (2/3)(−i)⟨D·P⟩. The sum is real, so it equals the mean of this and its complex conjugate (2/3)(+i)⟨P·D⟩:

S(0) = (1/3)(−i)Σ_a⟨[D_a, P_a]⟩ = (1/3)(−i)(3iN) = N

This is the Thomas–Reiche–Kuhn rule. For k = 1, (3) is used on both factors, f_n ω_n = (2/3)|P_n0|². States with ω_n = 0 have P_n0 = iω_n D_n0 = 0, so closure needs no subtraction and no parity assumption:

S(1) = (2/3)⟨P²⟩ = (2/3)[Σ_i⟨p_i²⟩ + 2Σ_{i<j}⟨p_i·p_j⟩] = (4/3)[T + Σ_{i<j}⟨p_i·p_j⟩]  (4)

where T = Σ_i⟨p_i²⟩/2. T can be replaced by −E₀. Let G = Σ_i r_i·p_i. In a bound eigenstate ⟨[H, G]⟩ = 0. The kinetic part gives [p²/2, xp] = −ip² for each coordinate, in total −2i times the kinetic energy. The potential part uses [V, p]g = −iVg′ + i(Vg)′ = iV′g and gives iΣ_i r_i·∇_iV = −iV, because V is homogeneous of degree −1. Hence 2T + ⟨V⟩ = 0 and E₀ = T + ⟨V⟩ = −T.

Q: The cross terms in (2) and (4) look like small corrections that could be dropped.

A: They vanish only in special cases. For two electrons of opposite spin in one s orbital φ, ⟨r₁·r₂⟩ = ⟨φ|r|φ⟩² = 0, and the same holds for p. A single determinant with orbitals i and j of the same spin already has the exchange terms −|⟨i|r|j⟩|² and −|⟨i|p|j⟩|², which can be nonzero when the orbital angular momenta of i and j differ by one, as for s and p. In helium the cross terms come from correlation alone, and their relative sign can be traced. Add one angular-correlation term, ψ ≈ φ(1)φ(2) + cΣ_a χ_a(1)χ_a(2), with real p orbitals χ_a. Let d = ⟨φ|z|χ_z⟩ and g = ⟨φ|∂_z|χ_z⟩, both real. To first order in c,

⟨r₁·r₂⟩ = 2c·3d²,  ⟨p₁·p₂⟩ = 2c·3(−ig)² = −6cg²

In this one-term model the two have opposite signs. Electrons that prefer opposite sides of the nucleus have c < 0, so correlation lowers S(−1) and raises S(1). The helium numbers below show these signs and an effect of more than 5 per cent.

Q: For k = 2 there is a third power of ω_n. Commuting H with P brings in the forces, and the electron repulsion with them. I expect a two-electron expectation value.

A: The repulsion cancels. P commutes with the kinetic energy, and [V, p] = iV′ gives [H, P_a] = iΣ_j ∂V/∂r_{ja}. For a pair, ∇_i(1/r_ij) = −(r_i − r_j)/r_ij³ and ∇_j(1/r_ij) = +(r_i − r_j)/r_ij³, and these add to zero. P generates a rigid translation of all electrons, which leaves every r_ij unchanged. What remains is

[H, P] = iF,  F = Σ_i ∇v(r_i) = Z Σ_i r_i/r_i³  (5)

F is minus the force of the nucleus on the electrons. From (3), f_n ω_n² = (2/3) ω_n |P_n0|², so with φ_a = P_aψ

S(2) = (2/3) Σ_a ⟨φ_a|H − E₀|φ_a⟩  (6)

Applying P_a to (H − E₀)ψ = 0 gives (H − E₀)P_aψ = [H, P_a]ψ = iF_aψ. Since φ_a* = +iΣ_j ∂_{ja}ψ*, the product of the two factors i is −1:

S(2) = −(2/3) ∫ (Σ_j∇_jψ*)·F ψ dτ

S(2) is real, and the real part of ψ∇_jψ* is ∇_j|ψ|²/2, so

S(2) = −(1/3) Σ_i Σ_j ∫ ∇_j|ψ|² · ∇v(r_i) dτ

For j ≠ i the factor ∇v(r_i) does not depend on r_j, and ∫∇_j|ψ|² d³r_j = 0 for a bound state. For j = i, integration over the other electrons and summation over i produce the electron density ρ(r), normalized to ∫ρ d³r = N:

S(2) = −(1/3) ∫ ∇ρ·∇v d³r  (7)

Q: And the integrand of (7) has 1/r² in it.

A: The volume element removes it. With ∇v = Z r̂/r², ∇ρ·r̂ = ∂ρ/∂r and d³r = r² dr dΩ, the powers of r cancel. Let ρ̄(r) = (1/4π)∫ρ dΩ. Then

S(2) = −(4πZ/3) ∫₀^∞ ρ̄′(r) dr = −(4πZ/3)[ρ̄(∞) − ρ̄(0)]

S(2) = (4πZ/3) ρ(0)  (8)

because ρ vanishes at infinity and is continuous at the nucleus. The double commutator says the same. Expanding it in the eigenstate, ⟨[P_a, [H, P_a]]⟩ = 2⟨P_a(H − E₀)P_a⟩, while [P_a, iF_a] = i(−i)Σ_j∂_{ja}F_a. So S(2) = (1/3)⟨Σ_i∇²v(r_i)⟩, and ∇²(−Z/r) = 4πZ δ³(r) returns (8). The road through (7) needs no delta function.

This form holds for a local one-electron potential v that is smooth apart from Coulomb points, where ∇²v includes the delta function, and for any interaction that depends on coordinate differences: S(2) is the curvature of the external potential, averaged over the directions and integrated over the density, which is N times its mean per electron. For v = Ω²r²/2 it gives NΩ². That agrees with the spectrum, since [H, D] = −iP and [H, P] = iΩ²D make ΩD − iP raise the energy by exactly Ω, so that all N units of strength lie at ω = Ω. The Coulomb potential has ∇²v = 0 except at its source, so only ρ(0) enters. For an extended nucleus of charge density ρ_nuc, Poisson's equation turns (8) into (4π/3)∫ρ ρ_nuc d³r.

The prefactor belongs to hartree units. With E_h the hartree and a₀ the bohr, S(2) = (4πZ/3)ρ(0)a₀³E_h². With energies in rydberg and ρ in a₀⁻³ the factor is 16πZ/3.

Q: You applied H to Pψ. At the nucleus ψ has a cusp, so Pψ is not even continuous. Why is (6) finite, and why may it be manipulated?

A: Let r be the distance of one electron from the nucleus. Near r = 0 write ψ ≈ ψ₀(1 + cr) plus terms linear in the Cartesian coordinates. Since ∇²r = 2/r, the 1/r terms of Hψ are −(c + Z)ψ₀/r. Eψ is bounded, so c = −Z, the Kato cusp condition. Then Pψ contains iZψ₀r̂, which is bounded but depends on the direction of approach, and its gradient grows as 1/r. By the spectral decomposition, Σ_n ω_n|⟨n|φ⟩|² equals

∫ [½Σ_j|∇_jφ|² + (V − E₀)|φ|²] dτ

whenever φ has finite kinetic energy, and here ∫(1/r²) r² dr converges at the origin. This integral is the meaning of (6). To reach φ*(H − E₀)φ, integrate by parts outside a sphere of radius ε. The surface term is at most of order ε²·(1/ε) and vanishes with ε. Outside the sphere (H − E₀)φ_a = iF_aψ holds point by point, and φ_a*F_aψ ~ 1/r² is integrable. The electron–electron cusps add nothing, because P does not differentiate functions of r_ij. The same surface estimate, with an eigenstate ⟨n| in place of φ*, gives ω_n P_n0 = iF_n0.

One step further the argument breaks. S(3) = (2/3)Σ_n|F_n0|² = (2/3)⟨F²⟩, whose integrand goes as Z²ρ(0) r⁻⁴ r² dr. It diverges whenever ρ(0) ≠ 0.

Q: Then the limit lies somewhere between k = 2 and k = 3. Where, and what in the spectrum causes it?

A: The high-energy tail causes it. Inserting P_n0 = iF_n0/ω_n in (3) gives the acceleration form f_n = (2/3)|F_n0|²/ω_n³. At large ω, to leading order, one electron leaves as a plane wave e^{iκ·r}/(2π)^{3/2} with κ²/2 ≈ ω, and the ion is left in some state m. A large κ samples small r, where F is singular, so ψ is replaced by its value with that electron at the nucleus. The Fourier transform of 1/r is 4π/κ², and r̂/r² = −∇(1/r), so the transform of Z r̂/r² has magnitude 4πZ/κ. Antisymmetry of the final state gives a factor N, and closure over m gives N∫|ψ(0, r₂, …)|² = ρ(0). With d³κ = 4πκ dω,

df/dω → (2/3) ω⁻³ · [16π²Z²/(8π³κ²)] ρ(0) · 4πκ = (16/3) Z²ρ(0) ω⁻³/κ

and κ = √(2ω) gives

df/dω → C ω^(−7/2),  C = (8√2/3) Z²ρ(0)  (9)

The integral ∫ω^(k−7/2)dω converges at infinity only for k < 5/2. The part of S(2) above an energy W is 2C/√W at leading order, a slow decay, and the part of S(3) between W and 4W is 2C√W, which grows without bound. The estimate (9) is tested below for hydrogen only.

Q: You averaged over directions at the start. Does (8) hold for light polarized along z?

A: It does for a spherical density; in general an extra term from the quadrupole part of the density appears, and (8) holds along z only when that term vanishes. Define S_zz(2) = 2Σ_n ω_n³|⟨n|D_z|0⟩|². The steps to (7) give S_zz(2) = −∫∂_zρ ∂_zv d³r. Integrate by parts outside the small sphere, where the outward normal of the region is −r̂ and ∂_zv = Z cosθ/ε². The surface contributes +Zρ(0)∫cos²θ dΩ = (4πZ/3)ρ(0). The volume term contains ∂_z²v = Z∂_z(z/r³) = Z(r² − 3z²)/r⁵:

S_zz(2) = (4πZ/3)ρ(0) + lim_{ε→0} ∫_{r>ε} ρ Z(r² − 3z²)/r⁵ d³r  (10)

The second term vanishes for spherical ρ, because 1 − 3cos²θ averages to zero, and it cancels in the mean over x, y and z, because 3r² − 3(x² + y² + z²) = 0. So (8) holds for an S state in any direction and for any state after the average. The derivation of (10) used only that ψ is a bound eigenstate, so hydrogen 2p₀ can serve as a trial. There ρ = r²μ²e^(−r)/(32π) with μ = cosθ, ρ(0) = 0, and

S_zz(2) = (1/32π) ∫₀^∞ r e^(−r) dr · 2π∫₋₁¹ μ²(1 − 3μ²)dμ = (1/16)(2/3 − 6/5) = −1/30

which is −24.682 eV². A negative value is possible because the transition down to 1s has ω < 0. The numerical check evaluates the energy integral of ∂_zψ symbolically and asserts that it equals this term exactly. It also asserts the two commutators and the cancellation of the repulsion symbolically for two electrons.

Q: Show me a true spectrum summed, bound states and continuum, with no closure used.

A: Hydrogen allows it. With ψ = e^(−r)/√π, ⟨r²⟩ = 4·4!/2⁵ = 3, ⟨p²⟩ = ∫|ψ′|²d³r = 1 and ρ(0) = 1/π, so (2), (4) and (8) give 2, 2/3 and 4/3 in atomic units. For laboratory units take E_h = 27.211386 eV and a₀ = 0.529177 Å, so that a₀²E_h = 7.61996 eV Å² and a₀³E_h² = 109.725 eV² Å³. With ⟨r²⟩ = 0.840086 Å², T = 13.60569 eV and ρ(0) = 2.148062 Å⁻³:

S(−1) = (2/3)(0.840086)/7.61996 = 0.073499 eV⁻¹
S(1) = (4/3)(13.60569) = 18.1409 eV
S(2) = (4π/3)(2.148062)(109.725) = 987.28 eV²

The spectral side uses the closed forms for 1s → np and 1s → continuum p, with ω = (1 − 1/n²)/2 and ω = (1 + κ²)/2:

f_n = 256 n⁵ / [3(n² − 1)⁴] · [(n − 1)/(n + 1)]^(2n)
df/dω = 256 / [3(1 + κ²)⁴] · exp(−4 arctan κ / κ) / [1 − exp(−2π/κ)]

They play no part in the derivation and are not derived here. The program tests them against radial integrals with bound functions for n = 2, 3, 4, 6 and with Coulomb functions for κ = 0.5 and 2, to 10⁻⁸ relative; f₂ = 0.416197. Summing and integrating them gives, as bound plus continuum,

S(−1) = 0.0526682 + 0.0208304 = 0.0734986 eV⁻¹
S(0) = 0.565004 + 0.434996 = 1
S(1) = 6.1138 + 12.0271 = 18.1409 eV
S(2) = 66.797 + 920.482 = 987.279 eV²

Agreement with the expectation values is asserted to 10⁻⁸ relative. The continuum share rises from 28 per cent of S(−1) to 93 per cent of S(2).

For the tail, (9) gives C = 8√2/(3π) in atomic units, or 4636.72 eV^(5/2). Expanding the closed form at large κ, the exponential is 1 − 2π/κ and the last factor is (κ/2π)(1 + π/κ), so the relative correction to (9) is −π/κ. At ω = 2.72×10⁹ eV, where κ ≈ 14142, this predicts 1 − 0.00022, and the computed ratio of exact to tail is 0.99978. The part of S(3) between W and 4W at W = 2.72×10⁷ eV is 0.99846 of 2C√W; integrating the correction gives 1 − π ln4/(2√(2W/E_h)) = 1 − 0.00154. Both ratios are tested against 1, within 10⁻³ and 5×10⁻³.

Above 1000 eV lie 4.4×10⁻⁵ of S(0), 0.42 per cent of S(1) and 25.05 per cent of S(2). The leading tail alone would give 2(4636.72)/√1000/987.28 = 0.297. The first correction integrates to a factor 1 − π/(2κ) = 0.817 at κ = √(2W/E_h) = 8.57, with W = 1000 eV, and gives 0.243. The exact 0.2505 lies between the two.

Q: Hydrogen has no repulsion and no cross terms, which are the parts I questioned.

A: Helium has both. The level of theory is the Hamiltonian above with Z = 2. The ground state is expanded in symmetrized Hylleraas functions r₁^i r₂^j r₁₂^k e^(−ζ(r₁+r₂)) with i + j + k ≤ 8 (order 8) and ζ = 3.77945 Å⁻¹, 95 functions. The ¹P space has 220 vector functions, the vector r₁ times such a monomial plus its exchanged partner, now with i ≥ −1. The value −1 supplies the r̂₁ behaviour of Pψ at the nucleus. Diagonalizing H there gives discrete pseudostates, over which f_n ω_n^k is summed. The ground state gives E₀ = −79.01436 eV, T = 79.01430 eV, ⟨r₁² + r₂²⟩ = 0.668419 Å², ⟨r₁·r₂⟩ = −0.018128 Å², ⟨p₁·p₂⟩/m = 4.32852 eV and ρ(0) = 24.4325 Å⁻³. Then

S(−1) = (2/3)[0.668419 − 2(0.018128)]/7.61996 = 0.0553076 eV⁻¹ (1.5050 au)
S(1) = (4/3)(79.01430 + 4.32852) = 111.124 eV (4.0837 au)
S(2) = (8π/3)(24.4325)(109.725) = 22459 eV² (30.33 au)

The pseudostate sums are 0.0553076 eV⁻¹ for S(−1) in velocity form, 2.000001 for S(0) and 111.1236 eV for S(1) in length form, and 22456.8 eV² (length) and 22457.3 eV² (velocity) for S(2). Without the cross terms (2) and (4) give 0.0584796 eV⁻¹, which is 5.7 per cent above the full S(−1), and 105.352 eV, which is 5.2 per cent below the full S(1). The program asserts that each misses the spectral sum by more than 2 per cent.

Q: In a finite basis closure may hold by construction, and then agreement proves nothing.

A: For two of the entries that is so. Dψ and Pψ both lie in the ¹P basis, the second because the r₁₂ derivatives cancel in ∇₁ + ∇₂. The length form of S(−1) and the velocity form of S(1) therefore equal the expectation values for any trial ψ, and they are not used as tests. The other forms can fail. For an approximate ψ with residual R = (H − E₀)ψ, the commutators give

(H − E₀)Dψ = −iPψ + DR,  (H − E₀)Pψ = iFψ + PR

The velocity sum for S(2) is the energy integral (6), and by the second relation it differs from (8) by (2/3)Re⟨Pψ|·PR⟩. The first relation shows that length and velocity matrix elements differ by ⟨n|DR⟩, a difference weighted more heavily at high ω_n as k rises. The gaps should shrink as ψ improves, and the output shows this. Relative to the expectation values, from order 4 to order 8, the gap of S(−1) in velocity form falls from 2.3×10⁻⁴ to 6.1×10⁻⁷, that of S(1) in length form from 1.2×10⁻⁴ to 1.6×10⁻⁶, and those of S(2) from 2.1×10⁻³ to 9.9×10⁻⁵ (length) and from 1.7×10⁻⁴ to 7.5×10⁻⁵ (velocity). The asserted tolerances at order 8 are 10⁻⁴, 10⁻³, 10⁻² and 3×10⁻³ in the same order. The gradient form (7), with its j ≠ i terms kept in the quadrature, gives 22459.02 eV² and is asserted equal to (8) within 10⁻⁶; that tests the integration by parts, which holds for any ψ.

These gaps measure consistency and are not the basis error of the moments. ρ(0) moves from 24.4375 to 24.4325 Å⁻³ between the two orders, 2×10⁻⁴ of its value, while E₀ moves from −79.01407 to −79.01436 eV, about 4×10⁻⁶ of its value. The last digits at order 8 are not converged, and ρ(0) is not monotonic in the order (24.4300 Å⁻³ at order 6). At order 16, ρ(0) is 24.4346 Å⁻³, higher by 9×10⁻⁵ of its value, which raises (8) from 22459 to 22461 eV². T moves to 79.01436 eV and ⟨p₁·p₂⟩/m to 4.32850 eV, while S(−1) and S(1) keep the digits shown. S(2) should be read as 2.246×10⁴ eV².

Q: If the repulsion drops out of (5), helium should have the S(2) of two hydrogenic electrons. It does not.

A: The repulsion drops out of the operator and stays in the state. With it switched off, each electron is in a 1s orbital with ρ(0) = Z³/π, and (8) gives 4Z⁴/3 per electron. For Z = 2 the program finds ρ(0) = 34.36899 Å⁻³, which is 16 × 2.148062, and S(2) = 31592.9 eV², which is 32 × 987.2794. The ground state then lies exactly in the basis, so this case checks the code. With the repulsion on, the density at the nucleus falls by the factor 24.4325/34.36899 = 0.7109 and the spectral S(2) in length form by 22456.81/31592.9 = 0.7108. The coefficient 4πZ/3 with the bare charge Z is unchanged.

Q: What would spoil these rules for a real atom?

A: Each assumption can be traced to a line. A nonlocal potential, such as the Hartree–Fock exchange operator or a nonlocal pseudopotential, does not commute with D, so (3) fails for the eigenstates of such a one-electron Hamiltonian, and the length-form sums (1) no longer obey (4) and (8); the velocity sum for S(1) still equals (2/3)⟨P²⟩ by closure. A local mean field keeps (3) but not (8), because the curvature of the whole one-electron potential enters. For helium with v = −Z/r + v_H/2, where ∇²v_H = −4πρ, the one-electron spectrum sums to (4π/3)[Zρ(0) − ½∫ρ² d³r], about 5 per cent below (8). A finite nuclear mass M changes the kinetic energy, which becomes Σ_i p_i²(1/m + 1/M)/2 + (1/M)Σ_{i<j} p_i·p_j in coordinates relative to the nucleus; then [H, D] = −iP(1/m + N/M), a relative change of Nm/M. Relativity replaces the relation between velocity and p/m. Retardation makes the measured photoabsorption depart from the dipole df/dω at high photon energy. Among these moments the last two matter most for S(2), since by (9) its remainder above W falls only as 1/√W. For hydrogen a quarter of S(2) lies above 1000 eV, where ω/mc² is still only 0.002 and these corrections are small. About 9 per cent lies above 10 keV and 3 per cent above 100 keV, where ω/mc² reaches 0.2. Equation (8) is exact for the nonrelativistic dipole distribution of the fixed point-nucleus model. To compare a measured spectrum with it, one can cut the spectrum at an energy where that model still holds and add the model's own tail above the cut. The leading term (9) is a rough tail if the cut is low: for hydrogen cut at 1000 eV it adds 0.297 of S(2) where the exact share is 0.2505.

Numbers as computed

```
hartree = 27.211386 eV, bohr = 0.529177 angstrom
H: <r^2> = 0.840086 A^2, T = 13.60569 eV, rho(0) = 2.148062 A^-3
H: f(1s-2p) = 0.416197
H S(-1): bound 0.0526682 + cont 0.0208304 = 0.07349864; formula 0.07349864 eV^-1 (2.000000 au)
H S(0): bound 0.565004 + cont 0.434996 = 1; formula 1  (1.000000 au)
H S(1): bound 6.1138 + cont 12.0271 = 18.14092; formula 18.14092 eV (0.666667 au)
H S(2): bound 66.7972 + cont 920.482 = 987.2794; formula 987.2794 eV^2 (1.333333 au)
H tail coefficient C (df/dw = C w^-3.5) = 4636.72 eV^2.5
H exact/tail at w = 2.72e+09 eV: 0.99978
H S(3) part in [W,4W] / (2C sqrt W), W = 2.72e+07 eV: 0.99846
H share of S(0) above 1000 eV = 4.399e-05
H share of S(1) above 1000 eV = 0.00416
H share of S(2) above 1000 eV = 0.2505
H 2p0: S_zz(2) = -24.68198 eV^2 (-1/30 au) with rho(0) = 0
He no repulsion: rho(0) = 34.36899 A^-3, S(2) = 31592.9 eV^2
He: Z = 2, exponent = 3.77945 A^-1, order 8, 95 S and 220 P functions
He E0 = -79.01436 eV (order 4: -79.01407 eV), T = 79.01430 eV
He <r1^2+r2^2> = 0.668419 A^2, <r1.r2> = -0.018128 A^2
He <p1.p2>/m = 4.32852 eV
He rho(0) = 24.4325 A^-3 (order 4: 24.4375 A^-3)
He polarizability S(-2) = 0.2050 A^3
He S(-1): length 0.0553076, velocity 0.05530757, formula 0.0553076 eV^-1 (1.50500 au)
He S(0): length 2.000001, velocity 2, formula 2  (2.00000 au)
He S(1): length 111.1236, velocity 111.1238, formula 111.1238 eV (4.08372 au)
He S(2): length 22456.81, velocity 22457.34, formula 22459.02 eV^2 (30.33120 au)
He gradient form of S(2) = 22459.02 eV^2
order 4 rel. gaps: S(-1)vel 2.3e-04, S(1)len 1.2e-04, S(2)len 2.1e-03, S(2)vel 1.7e-04
order 8 rel. gaps: S(-1)vel 6.1e-07, S(1)len 1.6e-06, S(2)len 9.9e-05, S(2)vel 7.5e-05
He without cross terms: S(-1) = 0.0584796 eV^-1, S(1) = 105.352 eV
```
